\section*{Hall's comparison theorem for Dirac gap levels from Hellmann–Feynman slopes}

\section{A deeper well with a higher lowest level}

Take two square wells of radius $R=2.0\,\hbar/mc$, with depths $3.0\,mc^2$ and $2.7\,mc^2$. In the Dirac channel $\kappa=-1$ the deeper well has one level in the gap $(-mc^2,mc^2)$, at $0.0580\,mc^2$. The shallower well has two, at $-0.8686\,mc^2$ and $0.3029\,mc^2$. The deeper potential thus has the higher lowest level. Does lowering a Dirac potential lower its levels or not?

The conventions are these. The Hamiltonian is $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r)$, with spinors
\[
\psi=\frac1r\begin{pmatrix} f\,\Omega_\kappa\\ i g\,\Omega_{-\kappa}\end{pmatrix},\qquad
\Omega_{-\kappa}=-(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\Omega_\kappa .
\]
Since $\boldsymbol\sigma\cdot\mathbf p=-i\hbar\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,(\partial_r-\boldsymbol\sigma\cdot\mathbf L/\hbar r)$ and $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\hbar\,\Omega_\kappa$, the equation $H\psi=E\psi$ becomes
\begin{align}
\hbar c\,(f'+\kappa f/r)&=(E+mc^2-V)\,g,\label{f}\\
\hbar c\,(g'-\kappa g/r)&=-(E-mc^2-V)\,f. \label{g}
\end{align}
Here $f,g$ are real and $\int_0^\infty(f^2+g^2)\,dr=1$.

For the well, $V=-v$ inside $R$ and zero outside. With $\kappa=-1$, \eqref{f} gives $g=\hbar c(f'-f/r)/(E+mc^2+v)$ inside. In $g'+g/r$ the terms $\mp f'/r$ and $\pm f/r^2$ cancel and leave $f''$, so \eqref{g} reads
\[
\hbar^2c^2f''=-\left[(E+v)^2-m^2c^4\right]f .
\]
The regular solution is $f=\sin kr$ with $(\hbar ck)^2=(E+v)^2-m^2c^4$. Outside, $f\propto e^{-qr}$ with $\hbar cq=\sqrt{m^2c^4-E^2}$. Continuity of $f$ and $g$ at $R$, cleared of denominators, is
\begin{equation}
(E+mc^2)\Big(k\cos kR-\frac{\sin kR}{R}\Big)+(E+mc^2+v)\Big(q+\frac1R\Big)\sin kR=0. \label{match}
\end{equation}
The quoted levels are numerical roots of \eqref{match}.

At $E=-mc^2$ the first term and $q$ vanish, leaving $v\sin kR/R=0$. The first solution, $kR=\pi$, means $(v-mc^2)^2-m^2c^4=(\pi\hbar c/R)^2$, or
\begin{equation}
v_c=mc^2+\sqrt{m^2c^4+(\pi\hbar c/R)^2}=2.862\,mc^2 . \label{vc}
\end{equation}
This lies between the two depths. At depth $3.0\,mc^2$ and $E=-mc^2$ one has $kR=2\sqrt3<2\pi$, so no second level has yet reached the edge. The level missing from the deeper well has passed through the lower edge, and the remaining one continues the second level of the shallower well. Compared in this way, $0.0580<0.3029$, and the deeper well does have the lower level. The fault lies in the counting.

\section{The slope of a level}

Let $(f_s,g_s)$ and $(f_t,g_t)$ solve the radial equations in one channel, with potentials $V_s,V_t$ and energies $E_s,E_t$. Differentiate $f_sg_t-g_sf_t$ and insert \eqref{f} and \eqref{g}. The four $\kappa/r$ terms cancel in pairs. The coefficient of $g_sg_t$ is $(E_s+mc^2-V_s)-(E_t+mc^2-V_t)$, and that of $f_sf_t$ is $(E_s-mc^2-V_s)-(E_t-mc^2-V_t)$. These are equal, so
\begin{equation}
\hbar c\,\frac{d}{dr}(f_sg_t-g_sf_t)=\left[(E_s-E_t)-(V_s-V_t)\right](f_sf_t+g_sg_t). \label{wr}
\end{equation}
For bound states the bracketed functions on the left vanish at $0$ and $\infty$. Integration gives
\begin{equation}
(E_t-E_s)\int_0^\infty(f_sf_t+g_sg_t)\,dr=\int_0^\infty(V_t-V_s)(f_sf_t+g_sg_t)\,dr. \label{two}
\end{equation}
This holds for any finite change of potential. Now let $V_t=V_1+tW$ with $W=V_2-V_1\ge0$. Divide \eqref{two} by $t-s$ and let $t\to s$. If the states vary continuously, which is shown in Section~4,
\begin{equation}
\frac{dE}{dt}=\int_0^\infty W\,(f^2+g^2)\,dr\ \ge 0. \label{hf}
\end{equation}
This is the Hellmann--Feynman formula. It needs an eigenstate and the symmetry of $H$; it does not ask whether the energy is a minimum of anything.

For the well the parameter is the depth, and \eqref{hf} becomes $dE/dv=-P$, where $P$ is the probability inside $R$. Quadrature of the matched functions at $v=2.7\,mc^2$ gives $P=0.847$ and $0.805$ for the two levels. On a straight line the first level would reach $-mc^2$ after a further $(1-0.8686)/0.847=0.155\,mc^2$ of depth, at $2.855\,mc^2$, close to the value in \eqref{vc}. The second would arrive at $0.3029-0.3\times0.805=0.061\,mc^2$ for depth $3.0\,mc^2$; the computed level is $0.058\,mc^2$.

\paragraph{A Coulomb test.} Let $V=-\nu\hbar c/r$; for a point nucleus $\nu=Ze^2/\hbar c$ in Gaussian units. With $\kappa=-1$ try $f=r^\gamma e^{-ar}$ and $g=bf$. The $1/r$ terms of \eqref{f} and \eqref{g} give $\gamma-1=\nu b$ and $b(\gamma+1)=-\nu$, hence $\gamma=\sqrt{1-\nu^2}$ and $b^2=(1-\gamma)/(1+\gamma)$. The constant terms give $\hbar ca=-(E+mc^2)b$ and $\hbar cab=E-mc^2$. Eliminating $a$,
\[
E=mc^2\,\frac{1-b^2}{1+b^2}=\gamma mc^2,\qquad a=\frac{\nu mc}{\hbar}.
\]
The density is proportional to $r^{2\gamma}e^{-2ar}$, so $\langle1/r\rangle=2a/2\gamma=\nu mc/\hbar\gamma$. Formula \eqref{hf} then predicts $dE/d\nu=-\hbar c\langle1/r\rangle=-mc^2\nu/\gamma$, which is the derivative of $mc^2\sqrt{1-\nu^2}$.

\section{Closing the lower edge}

Rising slopes order the levels if none can enter from below. A condition for this follows from the norm of the free operator $H_0$ in the channel. Its two components acting on $(f,g)$ are $mc^2f-\hbar c(g'-\kappa g/r)$ and $\hbar c(f'+\kappa f/r)-mc^2g$. In the sum of their squares the cross terms are $-2mc^2\hbar c\int(fg)'dr=0$. Also
\[
\int\Big(f'+\frac{\kappa f}{r}\Big)^2dr=\int\Big(f'^2+\frac{\kappa^2f^2}{r^2}+\frac{\kappa(f^2)'}{r}\Big)dr
=\int\Big(f'^2+\frac{\kappa(\kappa+1)f^2}{r^2}\Big)dr,
\]
by parts, and likewise for $g$ with $\kappa\to-\kappa$. Therefore
\begin{align}
\|H_0\psi\|^2&=m^2c^4\|\psi\|^2+c^2\|p\psi\|^2,\label{free}\\
\|p\psi\|^2&=\hbar^2\!\int\Big[f'^2+g'^2+\frac{\kappa(\kappa+1)f^2+\kappa(\kappa-1)g^2}{r^2}\Big]dr .\nonumber
\end{align}
An eigenstate obeys $H_0\psi=(E-V)\psi$. Taking norms,
\begin{equation}
m^2c^4+c^2\|p\psi\|^2=E^2-2E\langle V\rangle+\langle V^2\rangle. \label{norm}
\end{equation}

\paragraph{Bounded potentials.} Let $-v\le V\le0$ with $v<2mc^2$, and let $-mc^2\le E<mc^2$. The right side of \eqref{norm} is $\langle(E-V)^2\rangle$. Were $|E-V|\le mc^2$ everywhere, \eqref{norm} would force $p\psi=0$, impossible for a normalizable state. Since $E\le E-V\le E+v$, we need $E+v>mc^2$. Every level thus obeys $E>mc^2-v>-mc^2$. The well agrees: $v_c$ in \eqref{vc} exceeds $2mc^2$ for every finite $R$ and tends to it as $R\to\infty$.

\paragraph{Coulomb-like potentials.} Let $-\nu\hbar c/r\le V\le0$ with $\nu<1/2$. For $f(0)=0$ and $f'$ square integrable, $f^2/r\to0$ at the origin because $f(r)^2\le r\int_0^rf'^2$. Then
\[
0\le\int\Big(f'-\frac{f}{2r}\Big)^2dr=\int f'^2dr-\frac12\int\frac{f^2}{r^2}dr+\frac14\int\frac{f^2}{r^2}dr,
\]
since $\int ff'/r=\frac12\int f^2/r^2$ by parts. This is Hardy's inequality, $\int f^2/r^2\le4\int f'^2$. The coefficients $\kappa(\kappa\pm1)$ are not negative, so
\begin{equation}
\|V\psi\|\le\nu\hbar c\,\|\psi/r\|\le2\nu\,c\|p\psi\|\le2\nu\|H_0\psi\|. \label{hardy}
\end{equation}
Suppose $-mc^2\le E\le0$. Then $E\langle V\rangle\ge0$, and \eqref{norm} with \eqref{hardy} gives
\[
(m^2c^4-E^2)+(1-4\nu^2)\,c^2\|p\psi\|^2\le0 .
\]
Neither term is negative, so $p\psi=0$ and $\psi=0$. Every gap level is positive. For the pure Coulomb potential the lowest $\kappa=-1$ level, $\gamma mc^2$, is indeed well above zero, so the bound is far from sharp, but it suffices.

\section{The theorem and its proof}

\textbf{Statement.} Let $V_1\le V_2$ be central and satisfy one of these conditions:
\begin{itemize}
\item[(A)] $-\nu\hbar c/r\le V_1\le V_2\le0$ with $\nu<1/2$;
\item[(B)] $-v\le V_1\le V_2\le0$ with $v<2mc^2$, and $V_1\to0$ at infinity.
\end{itemize}
Fix $\kappa$ and number the gap levels upward. If $V_2$ has an $n$th level, so has $V_1$, and $E_n(V_1)\le E_n(V_2)$. The inequality is strict unless $V_1=V_2$ almost everywhere.

Each $V_t=V_1+tW$, $0\le t\le1$, lies between $V_1$ and $V_2$ and obeys the same bounds, so the results of Section~3 hold along the whole family.

\paragraph{Operators.} $H_0$ is self-adjoint on the functions with $f,g,f',g'$ square integrable and $f(0)=g(0)=0$, because in momentum space the free Dirac operator is multiplication by a Hermitian matrix. In case (A), \eqref{hardy} gives $\|V_t(H_0\pm i\lambda)^{-1}\|\le2\nu<1$ for real $\lambda\neq0$. The factor in
\[
H_t\pm i\lambda=\left[1+V_t(H_0\pm i\lambda)^{-1}\right](H_0\pm i\lambda)
\]
is then invertible by a geometric series. Both ranges are the whole space, so the symmetric $H_t$ is self-adjoint on the same domain. In case (B) $V_t$ is bounded and the same follows for large $\lambda$.

Moreover $0\le W\le\nu\hbar c/r$ in case (A), so $\|W\psi\|\le2\nu\|H_0\psi\|$. From $\|H_0\psi\|\le\|H_t\psi\|+2\nu\|H_0\psi\|$,
\begin{equation}
\|W\psi\|\le\frac{2\nu}{1-2\nu}\,\|H_t\psi\|. \label{W}
\end{equation}
In case (B) $W$ is bounded. Either way $W(H_t-z)^{-1}$ is bounded when $z$ is outside the spectrum.

\paragraph{Spectrum in the gap.} The resolvents of $H_t$ and $H_0$ differ by
\[
(H_t-z)^{-1}|V_t|^{1/2}\;|V_t|^{1/2}(H_0-z)^{-1},
\]
because $V_t=-|V_t|$. The first factor is bounded, since $|V_t|^{1/2}\le1+|V_t|$. The second is compact: a sequence bounded in the domain of $H_0$ has a subsequence converging in the mean square on every finite interval, while the contributions to $\int|V_t|(f^2+g^2)$ from large $r$, and in case (A) from $r<\epsilon$, are uniformly small. (Near the origin they are at most $\nu\hbar c\,\epsilon\int(f^2+g^2)/r^2$.) By Weyl's theorem the essential spectrum is that of $H_0$, $|E|\ge mc^2$. Gap levels are isolated and, by Section~3, can accumulate at $mc^2$ alone. Numbering upward is therefore possible.

They are also simple. For two states at one energy and in one potential, \eqref{wr} makes $f_1g_2-g_1f_2$ constant. It is integrable, so it vanishes. The two pairs are then proportional at some point, and by uniqueness for the first-order system they are proportional everywhere. The same uniqueness prevents $f$ and $g$ from vanishing together.

\paragraph{Continuity.} Draw a small circle $\Gamma$ around a level $E_s$ of $H_s$, with no other spectrum on or inside it. On $\Gamma$,
\begin{equation}
H_t-z=\left[1+(t-s)W(H_s-z)^{-1}\right](H_s-z). \label{fac}
\end{equation}
For $t$ near $s$ the bracket is invertible, and $(H_t-z)^{-1}\to(H_s-z)^{-1}$ in norm, uniformly on $\Gamma$. Hence the projections
\[
P_t=-\frac1{2\pi i}\oint_\Gamma(H_t-z)^{-1}dz
\]
are continuous in norm. Once $\|P_t-P_s\|<1$ their ranks agree: if one range were larger, it would contain a unit vector annihilated by the other projection, and the difference would have norm at least one. So there is one level $E_t$ inside $\Gamma$. Shrinking $\Gamma$ gives $E_t\to E_s$, and $\psi_t=P_t\psi_s/\|P_t\psi_s\|\to\psi_s$. In \eqref{two}, divided by $t-s$, the right side is $\langle W\psi_s,\psi_t\rangle$ with $W\psi_s$ square integrable, so it tends to $\langle\psi_s,W\psi_s\rangle$. This proves \eqref{hf}, including the existence of the derivative. The slope is positive unless $W=0$ almost everywhere.

\paragraph{Following the levels back.} Start at $t=1$ with the lowest $n$ levels $b_1<\dots<b_n$ of $V_2$ and decrease $t$. The levels cannot rise, so the upper edge is out of reach. Suppose all $n$ branches have been followed down to, but not including, some $t_*\ge0$. Being monotone and bounded, they have limits. Each limit is in the spectrum of $H_{t_*}$, since otherwise \eqref{fac} with $s=t_*$ would make $H_t-z$ invertible for all $(t,z)$ near the limit. The limits are at least $0$ in case (A) and at least $mc^2-v$ in case (B), hence inside the gap, and are simple levels. Two branches cannot share a limit, because a small circle around it contains one level for $t$ near $t_*$. If $t_*>0$, continuity carries the branches further, so they all reach $t=0$.

There they are $n$ distinct levels $a_1<\dots<a_n$ of $V_1$. At least $n$ levels of $V_1$ therefore lie at or below $a_n$, and
\[
E_n(V_1)\le a_n\le b_n=E_n(V_2).
\]
If $W$ is not zero almost everywhere, the second inequality is strict. This proves the theorem.

\section{Screening a Coulomb potential}

For a case with unequal numbers of levels, take the model
\[
V_1=-\frac{\nu\hbar c}{r},\quad V_2=-\frac{\nu\hbar c}{r}e^{-\mu r},\quad \nu=0.4,\quad \mu=0.08\,\frac{mc}{\hbar},\quad \kappa=-1.
\]
Condition (A) holds. The levels below were found by diagonalizing $H_t$ in 50 Laguerre functions $r^\gamma e^{-\lambda r}\times$ polynomial for each component. Energies are in $mc^2$.
\begin{center}
\begin{tabular}{cccc}
$t$ & $n=1$ & $n=2$ & $n=3$\\
0 & 0.916515 & 0.978906 & 0.990726\\
0.25 & 0.923508 & 0.983786 & 0.993718\\
0.50 & 0.930494 & 0.988552 & 0.996416\\
0.75 & 0.937473 & 0.993173 & 0.998675\\
1 & 0.944445 & 0.997583 & --
\end{tabular}
\end{center}
Each column rises. The first entry is $\gamma=\sqrt{1-0.4^2}=0.916515$, as derived in Section~2. The total shifts are
\begin{align*}
\Delta E_1&=0.944445-0.916515=0.027930\,mc^2=14.27\ \text{keV},\\
\Delta E_2&=0.997583-0.978906=0.018676\,mc^2=9.54\ \text{keV},
\end{align*}
where the last digit of $\Delta E_2$ comes from unrounded levels. Integrating the slope \eqref{hf} over $t$ by Gauss quadrature gives the same $0.027930$ and $0.018676\,mc^2$.

The size of the first shift can be understood by hand. Here $W=\nu\hbar c(1-e^{-\mu r})/r$, and $1-e^{-x}\le x$ gives $W\le\nu\hbar c\mu=0.032\,mc^2$, a ceiling on every shift. $W$ approaches this ceiling in the region $\mu r\ll1$; there screening merely raises the potential by a constant. For the next terms use
\[
x-\frac{x^2}{2}\le1-e^{-x}\le x-\frac{x^2}{2}+\frac{x^3}{6}\qquad(x\ge0).
\]
In the Coulomb ground state, with density $r^{2\gamma}e^{-2ar}$ and $a=0.4\,mc/\hbar$,
\[
\langle r\rangle=\frac{2\gamma+1}{2a}=3.54\,\frac{\hbar}{mc},\qquad
\langle r^2\rangle=\frac{(2\gamma+2)(2\gamma+1)}{4a^2}=17.0\,\frac{\hbar^2}{m^2c^2}.
\]
The initial slope therefore lies between $0.03200-0.00453=0.02747$ and $0.02747+0.00058=0.02805\,mc^2$. The table gives a mean slope of $(0.923508-0.916515)/0.25=0.02797\,mc^2$ over the first quarter. For the second level the slope at $t=0.5$ is $0.0188\,mc^2$, against $0.0279\,mc^2$ for the first. Since $W$ falls with $r$, this says that the second level carries more of its weight at large distance.

The norm identity \eqref{norm} shows how much room the lower-edge argument leaves. For the lowest level of $V_2$, the computed $c^2\|p\psi\|^2=0.216268\,m^2c^4$, $\langle V\rangle=-0.142489\,mc^2$ and $\langle V^2\rangle=0.055146\,m^2c^4$ give, in units of $m^2c^4$,
\[
1+0.216268=1.216268,\qquad 0.891977+0.269146+0.055146=1.216269,
\]
equal within rounding. The middle term is positive because $E>0$; for $E\le0$ it could not help to balance the left side. The bound \eqref{hardy} allows $\langle V^2\rangle$ up to $0.138\,m^2c^4$, about two and a half times its value here.

The third column has no last entry. Integrating the radial equations for $V_2$ outward at $E=mc^2$ gives an $f$ with two zeros. By the oscillation rule, which is not derived here, this means two levels. For every $t<1$, however, $V_t\le-(1-t)\nu\hbar c/r$. This Coulomb potential has infinitely many levels, so by the theorem $V_t$ has them too, and the third branch persists for all $t<1$. It must then tend to $mc^2$ as $t\to1$, since a limit inside the gap would be a third level of $V_2$. Such losses at the upper edge do no harm to the ordering: they remove levels from the top of the list, whereas an arrival at the lower edge renumbers all the others.

\section{How far the result reaches}

The restriction $\nu<1/2$ comes from Hardy's inequality with the centrifugal terms dropped. Keeping them adds at least $|\kappa|(|\kappa|-1)$ to the constant $1/4$, which makes $(|\kappa|-\tfrac12)^2$. Then $2\nu$ is replaced by $\nu/(|\kappa|-\tfrac12)$ throughout, and case (A) extends to $\nu<|\kappa|-\tfrac12$ in channel $\kappa$. For $|\kappa|=1$ nothing is gained. These conditions are sufficient; the argument does not show them to be necessary.

For the two wells of Section~1 neither condition holds. As the depth is reduced from $3.0$ to $2.7\,mc^2$, the existing level still rises, as \eqref{hf} requires, from $0.0580$ to $0.3029\,mc^2$. At depth $2.862\,mc^2$ a new level enters beneath it and takes the first place in the count. What survives in such potentials is the ordering along each continuous branch, for as long as that branch stays in the gap.
